\section*{Grain-boundary barriers: why vacancies are blocked exp(x)/2 times more than holes, part 1}

(Sections cited here and not found follow in the second part.)

\section{The barrier and the enhancement for one carrier}

In a model grain boundary with a barrier of 0.50 V at 600 K, the depletion layers are 871 times more resistive to holes than the bulk is, and $6.67\times10^{6}$ times more resistive to doubly charged oxygen vacancies. The second factor is 7659 times the first. A vacancy carries one elementary charge more than a hole, so at the top of the barrier its density is reduced by one further Boltzmann factor, which here is $1.584\times10^{4}$. The ratio of the two enhancements is a little less than half of that. The Boltzmann factor is easy to understand; the half, and the small shortfall from it, come from the shape of the barrier.

The model describes an oxide doped with acceptors, such as strontium titanate containing iron. The acceptors are taken to be immobile and fully ionized, each with charge $-e$ where $e>0$, and their density $N$ is uniform. In the bulk they are compensated by oxygen vacancies of charge $+2e$, with a much smaller density of holes of charge $+e$. The core of the grain boundary is a plane with a positive excess charge. It repels both mobile species, so that a layer on each side contains acceptors but few carriers. These two layers hold the negative charge that balances the core.

Let $s\ge 0$ be the distance from the core into one grain, and let $\phi(s)$ be the electrostatic potential relative to the bulk of that grain. The Mott--Schottky approximation takes the charge density to be $-eN$ for $0<s<L$ and zero for $s>L$, where $L$ is the width of the layer. It neglects the charge of the mobile vacancies inside the layer; the second half returns to this. With a constant permittivity $\varepsilon$, Poisson's equation reads
\begin{equation}
\frac{d^2\phi}{ds^2}=-\frac{(-eN)}{\varepsilon}=\frac{eN}{\varepsilon},\qquad 0<s<L .
\end{equation}
Beyond $L$ there is neither charge nor field, and both the potential and the field are continuous. Hence $\phi(L)=0$ and $\phi'(L)=0$. Integrating once from $s$ to $L$ gives $0-\phi'(s)=eN(L-s)/\varepsilon$. A second integration gives
\begin{equation}
\phi(s)=\frac{eN}{2\varepsilon}(L-s)^2 .
\end{equation}
The barrier potential is $\Phi=\phi(0)=eNL^2/2\varepsilon$, which is positive. Solving for the width and rewriting the profile,
\begin{equation}
L=\sqrt{\frac{2\varepsilon\Phi}{eN}},\qquad
\phi(s)=\Phi\left(1-\frac{s}{L}\right)^2 .
\end{equation}
The field is largest beside the core, where its magnitude is
\begin{equation}
F=-\phi'(0)=\frac{2\Phi}{L}.
\end{equation}
The other grain has the same profile reflected in the core. The potential therefore has a cusp at the boundary, with slopes $+F$ and $-F$ on its two sides.

For the example, $N=10^{19}$ cm$^{-3}=10^{25}$ m$^{-3}$ and the relative permittivity is 160, so that $\varepsilon=1.417\times10^{-9}$ F/m. Then
\begin{equation}
L=\sqrt{\frac{2(1.417\times10^{-9})(0.50)}{(1.602\times10^{-19})(10^{25})}}\ \mathrm{m}
=29.7\ \mathrm{nm},
\end{equation}
and $F=2(0.50\ \mathrm{V})/(29.7\ \mathrm{nm})=0.0336$ V/nm, or 0.336 MV/cm. The thermal energy at 600 K is $kT=51.70$ meV. The barrier in units of the thermal voltage is
\begin{equation}
x=\frac{e\Phi}{kT}=\frac{500}{51.70}=9.67 .
\end{equation}
A boundary is called strongly depleted here when $x\gg1$.

Let $z$ be the charge number of a mobile carrier, $z=1$ for holes and $z=2$ for vacancies, and let $c_z(s)$ be its density. Both species are dilute. For a dilute species the electrochemical potential divided by the charge $ze$ is
\begin{equation}
\eta_z=\phi+\frac{kT}{ze}\ln\frac{c_z}{c_{z,\mathrm b}},
\end{equation}
where $c_{z,\mathrm b}$ is the bulk density and the constant has been chosen to make $\eta_z=0$ in the bulk. At equilibrium $\eta_z$ is the same everywhere. Setting it to zero gives
\begin{equation}
c_z(s)=c_{z,\mathrm b}\exp\left[-\frac{ze\phi(s)}{kT}\right].
\end{equation}
Since $\phi>0$, both carriers are depleted, and for the same potential the vacancy depletion factor is the square of the hole depletion factor.

To turn densities into a resistance, a relation between current and density is needed. Let $\mu_z$ be the mobility, taken to be independent of position. Drift and diffusion together give the current density
\begin{equation}
j_z=-ze\mu_zc_z\frac{d\phi}{ds}-zeD_z\frac{dc_z}{ds},
\qquad D_z=\frac{\mu_zkT}{ze},
\end{equation}
where the second equation is the Einstein relation. It ensures that the current vanishes at equilibrium. Substituting it in the first,
\begin{align}
j_z&=-ze\mu_zc_z\left[\frac{d\phi}{ds}+\frac{kT}{ze}\frac{1}{c_z}\frac{dc_z}{ds}\right]
\nonumber\\
&=-\sigma_z\frac{d\eta_z}{ds},\qquad \sigma_z=ze\mu_zc_z .
\end{align}
The driving force is thus the gradient of $\eta_z$ and not the electric field alone. Inside the barrier the field is large even at equilibrium, but diffusion balances the drift that it causes.

Now let a small voltage be applied. The gradient of $\eta_z$ vanishes at equilibrium, so it is already of first order in the voltage. To first order in the current, $\sigma_z$ may therefore be given its equilibrium value; any change in $\sigma_z$ would multiply a gradient that is itself small. The condition is that the voltage across one boundary be small compared with $kT/(ze)$, which for vacancies at 600 K is 26 mV.

In a steady state, and if the two species do not convert into each other inside the layer, $j_z$ does not depend on position. The drop of $\eta_z$ across the two layers is then
\begin{equation}
-\Delta\eta_z=j_z\int_{-L}^{L}\frac{ds}{\sigma_z(s)} ,
\end{equation}
where $s$ is counted as negative in the second grain. Slices of the layer add in series, each with its own resistivity $1/\sigma_z$. This is the low-frequency resistance of the layers for one carrier. At higher frequency part of the current charges the layers as a capacitor, and the integral no longer gives the whole response.

The enhancement $E_z$ is defined as the mean resistivity of the two layers for carrier $z$, divided by the bulk resistivity for the same carrier. The layers are alike, the mobility cancels, and the core is for now given no thickness. Hence
\begin{equation}
E_z=\frac{1}{L}\int_0^L\frac{c_{z,\mathrm b}}{c_z(s)}\,ds
=\frac1L\int_0^L\exp\left[zx\left(1-\frac sL\right)^2\right]ds .
\end{equation}
The sign in the exponent has changed because resistivity goes as the inverse of density. With $v=1-s/L$ and $ds=-L\,dv$, the limits $s=0$ and $s=L$ become $v=1$ and $v=0$. The minus sign reverses the limits, and
\begin{equation}
E_z=\int_0^1e^{av^2}\,dv,\qquad a=zx .
\label{eq:integral}
\end{equation}
The acceptor density and the permittivity have disappeared. At a given $x$ they set the width of the layer, and hence its resistance, but not its mean resistivity relative to the bulk.

This integral can be written with Dawson's function, defined by
\begin{equation}
D(y)=e^{-y^2}\int_0^y e^{w^2}\,dw .
\end{equation}
Putting $w=\sqrt a\,v$, so that $dv=dw/\sqrt a$, gives
\begin{equation}
E_z=\frac{1}{\sqrt a}\int_0^{\sqrt a}e^{w^2}\,dw
=\frac{e^aD(\sqrt a)}{\sqrt a} .
\label{eq:dawson}
\end{equation}
With $x=9.67$ this formula gives the two numbers of the example, $E_1=871$ and $E_2=6.67\times10^6$. Within the model it holds for any positive $x$. When $a$ is small, the exponential in equation (\ref{eq:integral}) can be expanded, and $E_z=1+a/3+\cdots$. A weak barrier thus raises the mean resistivity in proportion to the charge. The exponential difference between the carriers appears when the barrier is several $kT/e$ high.

For a strong barrier it helps to use the distance below the top of the barrier as the variable. Let
\begin{equation}
t=a(1-v^2),\qquad v=\sqrt{1-\frac ta},\qquad
dv=-\frac{dt}{2a\sqrt{1-t/a}} .
\end{equation}
The point $v=1$ becomes $t=0$, and $v=0$ becomes $t=a$. The exponent is $av^2=a-t$. The minus sign again reverses the limits, so that
\begin{equation}
E_z=\frac{e^a}{2a}\int_0^a\frac{e^{-t}}{\sqrt{1-t/a}}\,dt .
\label{eq:tip}
\end{equation}
The variable $t$ is the energy $ze(\Phi-\phi)$ in units of $kT$. Resistance is concentrated where $t$ is of order one, since the factor $e^{-t}$ suppresses the rest. For large $a$ this region is a thin part of the layer beside the core.

The square root in equation (\ref{eq:tip}) is expanded as
\begin{equation}
\left(1-\frac ta\right)^{-1/2}
=1+\frac{t}{2a}+\frac{3t^2}{8a^2}+\cdots .
\end{equation}
If the upper limit is replaced by infinity, the integrals are $\int_0^\infty t^ne^{-t}dt=n!$. The three terms then give $1$, $1/(2a)$ and $3\cdot2/(8a^2)$, and
\begin{equation}
E_z=\frac{e^a}{2a}\left[1+\frac1{2a}+\frac3{4a^2}+O(a^{-3})\right] .
\label{eq:asymptotic}
\end{equation}

The replacement needs a justification, because the inverse square root diverges at $t=a$ and its series does not converge beyond that point. Split the integral at $t=a/2$. Below the split, the error of the three-term series is at most a constant times $(t/a)^3$, because the third derivative of $(1-q)^{-1/2}$ is bounded for $0\le q\le1/2$. Multiplied by $e^{-t}$ and integrated, this gives an error of order $a^{-3}$. Above the split, $e^{-t}\le e^{-a/2}$, while
\begin{equation}
\int_{a/2}^a\frac{dt}{\sqrt{1-t/a}}
=\left[-2a\sqrt{1-\frac ta}\right]_{a/2}^{a}=\sqrt2\,a .
\end{equation}
The omitted part is therefore at most $\sqrt2\,a\,e^{-a/2}$. Extending the polynomial terms from $a/2$ to infinity adds another error that is exponentially small. Both fall faster than any power of $1/a$, which leaves the stated order $a^{-3}$.

For holes in the example, $a=9.67$, and the leading term is
\begin{equation}
\frac{e^{x}}{2x}=\frac{1.584\times10^4}{19.34}=819 .
\end{equation}
The bracket in equation (\ref{eq:asymptotic}) is $1+0.0517+0.0080=1.060$, which raises this to 868, against 871 from the Dawson formula. For vacancies $a=19.34$, the leading term is $e^{2x}/(4x)=6.49\times10^6$, and the bracket is 1.028. The product is $6.67\times10^6$. The correction is smaller for vacancies because their resistance is collected closer to the core, where the parabola is nearly a straight line.

The thickness of the resistive region follows from that straight line. Near the core $\phi\simeq\Phi-Fs$, so $t\simeq zeFs/kT$. The resistivity falls by a factor $e$ over the distance
\begin{equation}
\ell_z=\frac{kT}{zeF}=\frac{L}{2zx} .
\end{equation}
This is 1.54 nm for holes and 0.77 nm for vacancies, in a layer 29.7 nm wide. Most of the layer thus contributes little to the boundary resistance, although it supplies the charge that creates the field.

The boundary resistance can be counted as the excess over that of the bulk that would otherwise fill the same space. For unit area and one carrier, this excess is
\begin{equation}
R_z=\frac{2L}{\sigma_{z,\mathrm b}}(E_z-1),
\end{equation}
where $\sigma_{z,\mathrm b}$ is the bulk partial conductivity. When $R_z$ is divided by the bulk resistance of a grain for the same carrier, $\sigma_{z,\mathrm b}$ cancels. If this quotient is formed for both carriers in the same sample, the layer width and the grain size cancel from their ratio as well, leaving $(E_2-1)/(E_1-1)$. For the example this exceeds $E_2/E_1$ by about $1/E_1$, or 0.1 per cent. Comparing the absolute resistances $R_2$ and $R_1$ is a different matter, because their ratio contains the two bulk conductivities.

The enhancement for each carrier is now known in closed form and as a strong-barrier expansion, with the resistance concentrated in a thin region beside the core. It remains to derive the ratio of the two enhancements, explain its factor of one half, and test how far it survives changes in the model.

Numbers in the example were calculated in double precision.
